Porod scattering from sharp pore walls in low-k dielectrics

Q: You want to measure the pore-wall area of a low-k film from X-rays scattered at small angles. Pores can have any shape. Why should the scattering know their area at all?

A: At large q the scattering responds to abrupt changes of density, and in a porous solid with uniform walls those changes sit on the pore surface. Let χ(r) be 1 in a pore and 0 in the wall, with volume average φ, the porosity. The pores are empty and the wall has scattering-length density Δρ, which is therefore the contrast. The deviation from the mean density is

δρ(r) = −Δρ [χ(r) − φ].

Let I(q) be the differential cross-section per unit sample volume, in single scattering and with the polarization factor divided out. Here q = (4π/λ) sin(θ/2), with θ the scattering angle. Then

I(**q**) = (1/V) |∫ δρ(r) exp(−i**q**·**r**) d³r|².

Using δρ instead of ρ removes only the forward beam. Writing the square as a double integral and collecting pairs of points with the same separation **r** gives

I(**q**) = (Δρ)² ∫ C(**r**) exp(−i**q**·**r**) d³r,

where C is the volume average of [χ(x) − φ][χ(x + r) − φ]. Since χ² = χ, C(0) = φ − φ² = φ(1−φ). Averaging over directions turns the exponential into sin(qr)/(qr), so with d³r → 4πr² dr

I(q) = (Δρ)² (4π/q) ∫₀^∞ r C(r) sin(qr) dr.

The sign of δρ has dropped out: exchanging pore and wall changes nothing.

Q: That is still a correlation function, not an area.

A: Its initial slope is the area. Drop a short needle of length r with random position and direction. Let s be the wall area per unit sample volume. A fraction s dh of the volume consists of pore points at distances between h and h + dh from the wall. From such a point the needle reaches across a flat wall if ru > h, where u is the cosine between the needle and the wall normal. For random directions u is uniform between −1 and 1, so the probability is (1 − h/r)/2. Hence

P(start in pore, end in wall) = s ∫₀^r (1/2)(1 − h/r) dh = (s/2)(r − r/2) = sr/4.

Both ends lie in pores with probability φ − sr/4. Subtracting φ² gives

C(r) = φ(1−φ) − sr/4 + O(r²).

Q: Real walls are curved, and where two pores merge there is a sharp edge. Does that not spoil the slope?

A: No. Curvature changes both the layer volume and the crossing probability by a relative amount of order r/R, where R is the radius of curvature. The change in P is therefore at most of order r². An edge affects only needles that start within about r of it, a tube whose volume is proportional to r². The slope needs walls that are smooth apart from such edges. It fails for a surface that is rough down to arbitrarily small lengths, because s then has no definite value.

Q: How does a slope at r = 0 control the scattering at large q?

A: Put f(r) = rC(r) and integrate by parts twice. If f and its derivatives are continuous for r > 0 and vanish fast enough at infinity,

∫₀^∞ f sin(qr) dr = f(0)/q + (1/q) ∫₀^∞ f′ cos(qr) dr
= f(0)/q − (1/q²) ∫₀^∞ f″ sin(qr) dr.

The second step has no boundary term because sin(qr) vanishes at r = 0. Applying the same identity to f″, and then to f⁗, gives

∫₀^∞ f sin(qr) dr = f(0)/q − f″(0)/q³ + f⁗(0)/q⁵ − …

From f = rC we have f″ = 2C′ + rC″ and f⁗ = 4C‴ + rC⁗. Therefore

f(0) = 0, f″(0) = 2C′(0) = −s/2, f⁗(0) = 4C‴(0).

The two minus signs combine, and

I(q) = (Δρ)² (4π/q) [s/(2q³) + 4C‴(0)/q⁵ + …]
= [2π(Δρ)² s/q⁴] [1 + 8C‴(0)/(s q²) + …].

So q⁴I approaches 2π(Δρ)²s. The r² term of C, to which edges contribute, enters f as r³. It affects only f‴(0), which is absent from the series, so there is no q⁻⁵ term.

Q: I can break this with identical spheres. Their scattering has zeros at arbitrarily large q, so q⁴I cannot approach a constant.

A: You are right, and the statement needs a condition. For one sphere of radius R the amplitude is

F = Δρ · 4π [sin(qR) − qR cos(qR)]/q³.

At large qR the cosine term dominates. For widely separated spheres, the scattering per sphere is

F² → 16π²(Δρ)²R² cos²(qR)/q⁴ = [2π(Δρ)² · 4πR²/q⁴] · 2cos²(qR).

The factor 2cos²(qR) = 1 + cos(2qR) swings between 0 and 2 without decaying, with mean 1. It is the interference between opposite walls. In the derivation it comes from r = 2R, where C(r) has a discontinuous second derivative, so my assumption of smoothness for r > 0 fails. For identical spheres the law holds for the average over q.

A numerical transform of the sphere, with qR running from 200 to about 294, gives a mean of 0.9999 and extremes of 0.0002 and 1.9998 for q⁴F² divided by the expected plateau.

Q: What rescues the limit in a real pore system?

A: A spread of wall separations. Take separated spheres whose radii follow a gamma distribution, with density proportional to R^(k−1) exp(−R/θ_R). Averaging R² exp(2iqR) replaces 1/θ_R by 1/θ_R − 2iq in the gamma integral, so

⟨R² exp(2iqR)⟩/⟨R²⟩ = (1 − 2iqθ_R)^−(k+2).

The oscillation then has relative size

(1 + 4q²θ_R²)^[−(k+2)/2],

which tends to zero. Shape can do the same job. For randomly oriented spheroids with semi-axes 1, 1 and 2, over the same window of q times the short semi-axis, the normalized mean is 1.0001. The standard deviation is 0.054, against 0.707 for spheres, and it decays slowly, as q^(−1/2). The mean also confirms that the area in the law is that of the spheroid, not of some equivalent sphere.

Q: Separated particles are easy. In a film with 25 % porosity the pores run into one another.

A: Then use a model that lets them merge and can still be solved. Place spherical pores independently at number density n and allow overlap. Let v be the mean pore volume. The number of pores covering a given point is Poisson distributed with mean nv, so the point lies in the wall with probability

1 − φ = exp(−nv).

A point on one pore's surface is exposed if no other pore covers it, which has the same probability. Thus

s = 4πn⟨R²⟩(1−φ).

For two points a distance r apart, the mean number of pores covering at least one of them is n(2v − w). Here w(r) is the mean overlap volume of a pore and its copy shifted by r. Both points lie in the wall with probability exp(−2nv + nw), so

C(r) = (1−φ)² [exp(nw) − 1].

The overlap of two equal spheres consists of two caps of height R − r/2. With cap volume πh²(3R − h)/3, their sum for r < 2R is

(2π/3)(R − r/2)²(2R + r/2) = (4π/3)(R³ − 3R²r/4 + r³/16).

Averaged at small r, this is w = v − π⟨R²⟩r + πr³/12. Pores smaller than r/2 add a correction of much higher power for the distribution used below. With a = πn⟨R²⟩ and b = πn/12,

C(r) = (1−φ) exp(−ar + br³) − (1−φ)².

The slope is −a(1−φ) = −s/4, as the needle argument requires. The coefficient of r³ is (1−φ)(b − a³/6), and C‴(0) is six times that:

C‴(0) = (1−φ)(πn/2 − a³).

Q: You have now derived the slope twice on paper. Does it survive actual random pores?

A: Take φ = 0.25, a mean radius of 1.00 nm and a relative spread of 0.25, so k = 16 and θ_R = 1/16 nm. Then ⟨R²⟩ = 1.0625 nm² and ⟨R³⟩ = 1.1953 nm³, and

n = −ln(0.75)/[(4π/3)(1.1953)] = 0.05746 nm⁻³,
s = 4π(0.05746)(1.0625)(0.75) = 0.5754 nm⁻¹.

In 200 random periodic boxes of edge 8 nm, the exposed sphere area gives 0.5641 nm⁻¹. Needles of 0.1 nm in the same boxes give 0.5638 nm⁻¹. The model predicts a needle value about ar/2, or 1 %, below the area because of the finite needle length, so the even closer agreement owes something to sampling.

The area is 2 % below the formula and the porosity, 0.2419, is 3 % below its target. Each deviation is about two standard errors of this finite sample and lies within the 6 % allowed. For needles of 1.5 nm the ends lie in different phases with frequency 0.3107, against 2[φ(1−φ) − C(r)] = 0.3171. That tests C(r) well beyond its initial slope.

Q: And the plateau itself?

A: The correction coefficient follows from a = 0.1918 nm⁻¹:

C‴(0) = 0.75(0.0903 − 0.0071) = 0.0624 nm⁻³,
8C‴(0)/s = 0.868 nm⁻².

At q = 30 nm⁻¹ the predicted ratio of q⁴I to its limit is 1 + 0.868/900 = 1.00096. Direct integration of C(r) gives 1.000963. This q tests the mathematics of the sharp model; a real wall has atomic structure there.

Q: Then give me numbers at accessible q, for a real kind of film.

A: Consider an organosilicate wall of composition SiO1.5CH3. Its formula unit has 35 electrons and a molar mass of 67.118 g/mol. With a rough wall density of 1.4 g/cm³ the electron density is

(1.4)(6.022 × 10²³)(35)/67.118 = 4.396 × 10²³ cm⁻³ = 439.6 nm⁻³.

Multiplying by the classical electron radius, 2.8179 × 10⁻⁶ nm, gives Δρ = 1.239 × 10⁻³ nm⁻². Here each electron is taken to scatter as a free one. The plateau is

K = 2π(1.239 × 10⁻³)²(0.5754) = 5.55 × 10⁻⁶ nm⁻⁵.

At q = 5 nm⁻¹ the law predicts K/625 = 8.9 × 10⁻⁹ nm⁻¹, or 0.089 cm⁻¹. The full transform also gives 0.089 cm⁻¹.

The apparent area q⁴I/[2π(Δρ)²] for sharp walls is 0.149, 0.775, 0.749, 0.555, 0.579 and 0.595 nm⁻¹ at q = 1, 2, 3, 4, 5 and 6 nm⁻¹. At q = 1 nm⁻¹ the law is useless. At 2 and 3 nm⁻¹ it overstates the area by 35 % and 30 %. At 4, 5 and 6 nm⁻¹ it is within 4 %. The closer match at 5 nm⁻¹ is an accident: the error changes sign between 4 and 5 nm⁻¹.

Q: The apparent area dips at 4 nm⁻¹, although your correction is positive.

A: The correction there is 0.868/16 = +5 %, while the apparent area is 4 % low, so about −9 % remains. The separated-sphere formula gives an oscillation of size (1.25)⁻⁹ = 0.13. Its phase is 18 arctan(0.5) = 8.35 rad, whose cosine is −0.47, so the contribution is −6 %. That has the right sign, but it is not the whole oscillation. At qR near 4 the cross term of the squared sphere amplitude, −2 sin(2qR)/(qR) in relative size, is not small: averaged over the radii it gives −7 %, and all oscillating terms of separated spheres together give about −14 %. Overlap weakens them by roughly a factor 1−φ, because near r = 2R the covariance carries (1−φ)² while s carries only (1−φ). That leaves about −10 %, close to the −9 % to be explained.

Q: No wall is perfectly sharp. What does a blur of atomic size do?

A: Convolve the density with a Gaussian of standard deviation σ in each direction. A convolution becomes a product under the Fourier transform, so the amplitude acquires exp(−q²σ²/2) and the intensity exp(−q²σ²). For σ = 0.1 nm and q = 5 nm⁻¹ the factor is exp(−0.25) = 0.78, and the apparent area falls from 0.579 to 0.451 nm⁻¹. The q⁻⁴ law is therefore an intermediate regime: q must be large against the inverse pore size and small against 1/σ. With nanometre pores this window is narrow.

Q: The wall is a glass, so its density also fluctuates. Is that negligible?

A: Not here. Consider a wall region of volume u under a small longitudinal strain ε, with elastic energy Mε²u/2, where M is the longitudinal modulus. The Boltzmann distribution gives ⟨ε²⟩ = k_BT/(Mu). The density changes by Δρ ε in magnitude, so the scattering per unit wall volume is (Δρ)²u⟨ε²⟩ = (Δρ)²k_BT/M. Multiplying by the wall fraction,

I_b = (1−φ)(Δρ)²k_BT/M.

I assume that the fluctuations were frozen in at T = 673 K and take M = 10 GPa, both rough. Then k_BT/M = 9.3 × 10⁻⁴ nm³ and I_b = 0.011 cm⁻¹. This is an order-of-magnitude estimate. In this estimate it is flat in q, so its contribution to q⁴I grows as q⁴. A real wall of this composition also has a broad diffraction peak from short-range order, at roughly 7 nm⁻¹. That peak is left out here, so the values below show how a flat background acts and do not predict a measured curve.

With blur and background together, the apparent area is 0.501, 0.520, 0.559 and 0.762 nm⁻¹ at q = 4, 5, 6 and 8 nm⁻¹. The value at 6 nm⁻¹ is within 3 % of the true area because two errors nearly cancel: blur alone gives 0.415 nm⁻¹. A nearly flat stretch is not proof of a sharp interface.

Q: Then fit q⁴I to a straight line in q⁴, take the intercept as the plateau and let the slope absorb the background.

A: An unweighted fit over 31 equally spaced q values from 4 to 7 nm⁻¹ gives s = 0.481 nm⁻¹, which is 16 % below the true value. The fitted background is 0.54 of the true one.

The reason follows from the linearity of least squares. The flat background contributes a pure slope and no intercept, so the whole error in s comes from fitting a line to the blurred pore term. That term falls across the window, so it adds a negative slope and lowers the fitted background. Including the factor exp(−q²σ²) in the pore term of the fit removes the error due to blur, provided σ is known or can be determined separately from s. In this example the fitted area is then about 2 % low and the background about 11 % high, because even the sharp-wall term has not quite reached its plateau in this window.

Q: All this relies on absolute intensity and on knowing Δρ. Can they be eliminated?

A: Yes, if the porosity is known. The inverse transform is

(Δρ)²C(r) = [1/(2π²)] ∫₀^∞ q² I(q) [sin(qr)/(qr)] dq.

At r = 0 the bracket is 1, so

Q_inv = ∫₀^∞ q²I dq = 2π²(Δρ)²φ(1−φ).

Dividing K = 2π(Δρ)²s by this gives

s = πφ(1−φ)K/Q_inv.

Scale and contrast cancel. For the sharp model the integral divided by (Δρ)² is 3.701, as 2π²(0.1875) requires. With the plateau read at q = 30 nm⁻¹ the ratio gives s = 0.576 nm⁻¹. In practice the background must first be subtracted, since a constant makes this integral diverge. The formula also assumes sharp walls, because blur lowers Q_inv as well as the tail. For σ = 0.1 nm the integral divided by (Δρ)² falls to 3.080, so correcting only K for blur would give an area 20 % too high. The pore intensity inside the integral must be multiplied by exp(q²σ²) too.

Q: You also averaged over directions. A film on a wafer can shrink along its normal.

A: This matters. Compress an isotropic structure along the normal by a factor c. At each direction the new intensity is proportional to the old one evaluated at the wavevector q(1 − μ² + c²μ²)^(1/2), where μ is the cosine between **q** and the normal. The q⁻⁴ tail then varies as (1 − μ² + c²μ²)⁻². The needle argument used random directions, so it is the directional average that gives the true area of the compressed film. A measurement with **q** in the film plane, μ = 0, reads

s_read/s_true = 1/∫₀¹ (1 − μ² + c²μ²)⁻² dμ.

For c = 0.9 this is 0.867, a reading 13 % low.

Q: How closely does your example resemble a real low-k film?

A: A porosity near one quarter and pore radii near 1 nm are rough typical values for porous organosilicate dielectrics. The model area, 0.575 nm⁻¹, equals 575 m² per cm³ of film, or about 550 m² per gram with the rough wall density used here. It belongs to this pore model and is not a measured value. Real films can break the assumption of isotropy. For the 10 % flattening chosen here, the area then reads 13 % low with **q** in the film plane and 32 % high with **q** along the normal. Their pore surfaces are also blurred over a finite width, which at σ = 0.1 nm lowers the 5 nm⁻¹ reading by 22 % relative to a sharp wall.

Single scattering is safe for the pores. Since q dq = k² sin θ dθ, with k = 2π/λ, the solid angle is 2πq dq/k². For a 500 nm film and λ = 0.154 nm the pores scatter a fraction 6 × 10⁻⁶ of the beam. So weak a signal makes subtraction of the substrate scattering important. At this wavelength a full-thickness silicon wafer also absorbs nearly all of the beam, so a transmission measurement with **q** in the film plane needs harder X-rays or a thinned substrate. I have not sized that scattering, nor short-range order and composition fluctuations in the wall, nor refraction at grazing incidence. The numerical output below lists the main values used here.

Numbers as computed

```
porosity: 0.25
mean pore radius: 1.00 nm, relative spread 0.25
mean R^2: 1.0625 nm^2, mean R^3: 1.1953 nm^3
pore number density: 0.05746 nm^-3
surface per volume s: 0.5754 nm^-1 = 575.4 m^2/cm^3
surface per mass of film: 548 m^2/g
random configurations: 200, box edge 8.0 nm
  porosity found: 0.2419
  s from exposed sphere area: 0.5641 nm^-1
  s from 0.1 nm needles: 0.5638 nm^-1
  1.5 nm needles, ends in different phases: 0.3107
  same from the C(r) formula: 0.3171
q^4 I/(2 pi contrast^2 s) at q = 30 nm^-1: 1.000963
coefficient of relative 1/q^2 correction: 0.8676 nm^-2
invariant/contrast^2: 3.70110 (dimensionless)
s from plateau/invariant: 0.5759 nm^-1
q^4 I/(2 pi contrast^2 S/V), window at large q:
  equal spheres: mean 0.9999, min 0.0002, max 1.9998, std 0.707
  averaged 1:1:2 spheroids: mean 1.0001, std 0.054
wall density: 1.40 g/cm^3
electrons per formula unit: 35, molar mass 67.118 g/mol
wall electron density: 439.6 nm^-3
classical electron radius: 2.8179e-06 nm
contrast: 1.2389e-03 nm^-2
Porod constant 2 pi contrast^2 s: 5.5488e-06 nm^-5
wall blur sigma: 0.10 nm
wall modulus: 10 GPa, freezing temperature 673 K
kT/M: 9.292e-04 nm^3
fluctuation background: 0.0107 cm^-1
q (nm^-1) | sharp I (cm^-1) | apparent s (nm^-1): sharp, blurred, blurred+background
  1 | 14.3435 | 0.1487, 0.1473, 0.1474
  2 | 4.6712 | 0.7750, 0.7446, 0.7464
  3 | 0.8917 | 0.7490, 0.6845, 0.6935
  4 | 0.2091 | 0.5550, 0.4729, 0.5013
  5 | 0.0893 | 0.5789, 0.4508, 0.5202
  6 | 0.0443 | 0.5948, 0.4150, 0.5587
  8 | 0.0137 | 0.5831, 0.3075, 0.7618
line fit of q^4 I against q^4, q = 4 to 7 nm^-1:
  fitted s: 0.4808 nm^-1, fitted/true 0.836
  fitted/true background: 0.541
flattening factor c: 0.90, in-plane reading/true s: 0.8672
wavelength 0.154 nm, film thickness 500 nm
fraction of beam scattered by pores: 5.73e-06
```
